Why oxygen beneath the outermost metal layer can lower the work function

A clean metal surface in vacuum is exposed to a little oxygen. The molecules dissociate, the atoms take up electrons, and the work function is followed as the dose grows. On some metals it rises. On others, magnesium among them, it falls, although oxygen is plainly being taken up and is plainly gaining negative charge. If oxygen draws electrons away from the metal, how can it become easier to remove an electron?

**The belief and its appeal**

The belief is that oxygen uptake always raises a metal's work function. The argument for it is short. Oxygen is strongly electronegative and becomes an anion. An anion on the surface puts negative charge outside and leaves positive charge inside. An electron leaving the metal must climb against this double layer, so the work function rises.

Each sentence is sound for the arrangement it describes. The weak point is the word "outside". That oxygen gains electrons fixes the sign of its charge. It doesn't fix where that charge lies relative to the positive charge that balances it, and the work function depends on this relative position. An anion that has slipped beneath the outermost metal layer may have most of its positive partner above it.

**What the work function measures**

Let z point out of the metal, let e be the positive elementary charge, and let V be the electrostatic potential averaged over planes parallel to the surface. An electron at rest just outside has energy −eV_out. "Just outside" means far enough for the atomic ripple of the potential to have died out, yet close compared with the width of the sample.

Deep inside, the Fermi level lies a fixed energy μ above the mean electrostatic energy −eV_bulk, because μ is a property of the unaltered bulk:

E_F = −eV_bulk + μ

The work function is the difference of the two energies:

φ = −eV_out − E_F = −e(V_out − V_bulk) − μ

Oxygen changes the surface but not μ. With Δ marking the change caused by oxygen,

Δφ = −e(ΔV_out − ΔV_bulk)

Let Δρ(z) be the plane-averaged change of charge density. It includes the oxygen, the charge lost by the metal and every rearrangement of the electrons. The field change E(z) obeys

dE/dz = Δρ/ε0,  E = −dΔV/dz

Integrate from a point z_i in the bulk to a point z_o outside:

ΔV_out − ΔV_bulk = −∫ E dz

Integration by parts gives

∫ E dz = [zE] − ∫ z (dE/dz) dz

The bracket vanishes at both ends. In the bulk E = 0, because the metal there is unaltered. Outside, E equals the total added charge per area divided by ε0, which is zero because the surface as a whole stays neutral. Hence

ΔV_out − ΔV_bulk = (1/ε0) ∫ z Δρ dz

Δφ = −(e/ε0) ∫ z Δρ(z) dz

Neutrality also makes the result independent of the origin of z: moving the origin by c changes the integral by c times the total charge, which is zero.

Positive charge lying outside negative charge makes the integral positive and lowers φ. The opposite order raises it. Nothing in the formula refers to the amount of oxygen alone.

**Anions outside**

Replace the charge change by thin sheets. There are N anions per area, each of charge −qe. Let them lie at height h above the centroid of their compensating charge, which is placed at z = 0. Then

∫ z Δρ dz = h(−qeN) + 0·(qeN) = −qeNh

Δφ = +e²Nqh/ε0

For h > 0 the work function rises. This is the true core of the belief. Note that h is a distance between centroids of charge, not the height of the oxygen nucleus above the metal nuclei. The two can differ considerably, because the metal's electrons spill outward and rearrange. In a self-consistent uniform-background (jellium) model at the electron density of magnesium, with the outermost nuclei placed half a layer spacing inside the edge, the charge that compensates a distant sheet is centred about 0.2 nm above those nuclei. In linear response, a negative sheet at the density used below, lying only 0.05 to 0.10 nm above them, lowers φ by 0.1 to 0.2 eV. An anion that sits low on the surface can thus have h < 0, and a fall of φ is no proof that the oxygen is buried.

**Anions beneath the outermost layer**

Now put the same anions at z = −s, below the outermost metal layer at z = 0 and above the second metal layer at z = −D. The compensating charge +qeN is divided: a share f sits on the outermost layer and the rest, 1 − f, on the second. The dipole integral has three terms:

∫ z Δρ dz = (−s)(−qeN) + 0·(f qeN) + (−D)(1 − f)qeN

= qeN[s − (1 − f)D]

Call the bracket b, the dipole arm:

b = s − (1 − f)D

Δφ = −e²Nqb/ε0

The arm can be written in two other useful ways. Writing s = fs + (1 − f)s gives

b = fs − (1 − f)(D − s)

The first term comes from positive charge above the anion, at distance s, and lowers φ. The second comes from positive charge below it, at distance D − s, and raises φ. The two double layers oppose each other, and the work function records their difference. Taking out a factor D gives

b = D(f − f0),  f0 = (D − s)/D

So the work function falls if f > f0, is unchanged if f = f0, and rises if f < f0. This refutes the belief, and it also refutes the opposite rule that buried oxygen must lower the work function. In this model burial makes a fall possible; the division of the compensating charge decides whether it happens.

The limits show how this works. If all the compensation sits on the outermost layer, f = 1 and b = s, the largest arm available at that depth. If all of it sits on the second layer, f = 0 and b = −(D − s): the anion lies outside its partner again, and φ rises although the oxygen is buried. If the anion lies in the plane of the outermost layer, s = 0 and b = −(1 − f)D, which cannot be positive, so in this model φ cannot fall.

The sign condition was tested on 200 random geometries, with s between 0.03 and 0.15 nm, D between 0.20 and 0.35 nm, f between 0 and 1, and cases within 0.01 of f0 left out. Poisson's equation was integrated numerically for smeared sheets. The work function fell in 70 cases and rose in 130, each time as the condition requires.

**Does a metal not screen a buried charge?**

A metal screens charge, so one may object that a buried anion should be invisible from outside. The objection is right for an ideal conductor, and it gives f0 its meaning.

Suppose both metal layers are ideal conducting sheets, connected so that they share one potential. Outside the outermost layer the field is zero. Just beneath it the field must be −f qeN/ε0, so that it jumps to zero across the positive sheet. Between the second layer and the anion it is +(1 − f)qeN/ε0. The potential difference between the two layers is minus the integral of the field:

V(0) − V(−D) = −(1 − f)(D − s)qeN/ε0 + fs qeN/ε0 = qeNb/ε0

Equal potentials require b = 0, hence f = f0 and Δφ = 0. Ideal screening hides the buried anion completely. In the two-layer sheet model a fall therefore needs more positive charge on the outermost layer than ideal screening would put there.

What could put it there? A slightly better model of the layers gives a partial answer. Let the outermost layer have g electronic states per area and energy at the Fermi level. Removing fqN electrons per area lowers its filling by fqN/g. Let bonding to oxygen also shift its levels up by an energy B, beyond the electrostatic shift. Treat the second layer as firmly tied to the bulk. Equilibrium of the electrons between the layers then requires

−eV(0) − fqN/g + B = −eV(−D)

Since there is no field outside, V(0) is also the potential just outside, and V(−D) is that of the bulk. Therefore

Δφ = −e[V(0) − V(−D)] = fqN/g − B

Within this model, B = 0 makes the work function rise: a layer with a finite density of states gives up its electrons less readily than an ideal conductor, so f < f0, and a fall requires B > fqN/g. The rule has limits. If the deeper layers also have a finite g, f < f0 can fail for anions nearer the second layer. A quantum electron gas screens in an oscillating way: in jellium at the density of magnesium, in linear response and with no level shift, a buried sheet at the density used below changes φ by less than 0.1 eV, with a sign that alternates with depth. A large fall still needs something beyond such screening. An upward shift is plausible, because metal states that mix with filled oxygen levels below them are pushed up. Whether the shift is large enough on a given metal is a question for an electronic-structure calculation. The sheet model takes f as an input and doesn't predict it.

**A worked number**

Take round values in the regime of oxygen on Mg(0001), the close-packed face of magnesium: a metal spacing of 0.32 nm in the layer, a quarter of a monolayer of oxygen, and q = 1. A triangular layer of spacing a has 2/(√3 a²) atoms per area, here 11.28 nm⁻², so

N = 0.25 × 11.28 nm⁻² = 2.82 nm⁻²

The anion sheet carries 45.2 µC/cm² in magnitude. With e/ε0 = 18.095 V nm, the common factor is

eNq/ε0 = 51.0 V/nm

For anions outside, take h = 0.020 nm:

Δφ = +51.0 × 0.020 eV = +1.02 eV

For buried anions, take s = 0.080 nm, D = 0.280 nm and f = 0.80. The ideal-conductor share is f0 = 0.200/0.280 = 0.714, so f exceeds it. The arm and the work-function change are

b = 0.080 nm − 0.20 × 0.280 nm = 0.024 nm

Δφ = −51.0 × 0.024 eV = −1.22 eV

The same amount of oxygen, with the same charge per atom, raises the work function in one position and lowers it in the other. From a clean value of roughly 3.7 eV, the two results are about 4.7 eV and 2.5 eV. Each buried oxygen contributes an outward dipole of 0.024 e nm, or 1.15 debye. That is a small remainder of large opposing terms: the double layer above the anion alone would give −51.0 × 0.80 × 0.080 eV = −3.26 eV, and the one below it +51.0 × 0.20 × 0.200 eV = +2.04 eV.

The share f = 0.80 is a choice, and a demanding one. With a free-electron estimate of g, about 4.7 states per eV and nm², the relation Δφ = fqN/g − B requires a level shift B of about 1.7 eV. If the deeper layers are given the same finite g instead of being tied to the bulk, f = 0.80 needs about 1.6 eV and the fall is about 1.1 eV. A simple count also puts f in perspective. In the assumed site the oxygen has three metal neighbours in the outermost layer and one directly below. If each supplied the same charge, f would be 0.75, the arm would be 0.010 nm, and φ would fall by only about 0.5 eV. Had the four neighbours formed a regular tetrahedron, the anion at its centre would lie at s = D/4. Then f0 = 3/4, and equal sharing would give no change at all.

**From sheets to ions**

Real anions are separate charges, not sheets. Outside the surface, a lateral wave of the potential with wavenumber G must satisfy Laplace's equation, so it decays as exp(−Gz). The plane average does not decay, and it is the part that the sheets describe.

For a 2×2 arrangement with one oxygen per four outermost metal atoms, the potential was summed directly from point ions, each anion having its three outer neighbours and one inner neighbour as partners. Between points 1.2 nm beyond the two metal layers on either side, the step gives Δφ = −1.222 eV, against −1.224 eV from the sheets. The small difference comes from the finite range of the sum, not from the separateness of the ions. The lateral ripple, from lowest to highest potential on a grid of points across the cell, is 0.27 V at 0.3 nm outside the outermost layer and less than 0.01 V at 0.6 nm (about 0.009 V for the infinite lattice; the listed value is somewhat lower because of the finite range of the sum). A probe very close to the surface would thus feel local differences that the work function doesn't contain.

**One uptake, many work functions**

Let a fraction x of the oxygen be buried and the rest lie outside, with N, q, h, s, D and f held fixed. The dipoles add:

Δφ = (e²Nq/ε0)[(1 − x)h − xb]

= (e²Nq/ε0)[h − x(h + b)]

For b > 0 this passes through zero at

x* = h/(h + b) = 0.020/0.044 = 0.45

The values for the example are:

x = 0: +1.02 eV
x = 0.25: +0.46 eV
x = 0.50: −0.10 eV
x = 0.75: −0.66 eV
x = 1: −1.22 eV

Near x = 0.45 a quarter of a monolayer of oxygen would leave the work function where it was. An unchanged work function is therefore no proof of a clean surface.

The same formula describes a growing dose as long as q, h, s, D and f don't change with coverage. On a real surface they may change, and neighbouring dipoles weaken each other as the layer fills, so what follows is a first approximation. Let N_out and N_in be the numbers of outside and buried anions per area. Then

Δφ = (e²q/ε0)(h N_out − b N_in)

A small further uptake changes φ by

dφ = (e²q/ε0)(h dN_out − b dN_in)

With b > 0, φ falls during uptake whenever dN_in/dN_out exceeds h/b, which is 0.83 here. If the first oxygen stays outside and later oxygen goes beneath, φ first rises and then falls while the uptake grows steadily. If oxygen goes beneath from the start, again with b > 0, φ falls from the start. The shape of the curve thus carries information about position, but it can't be turned into an uptake without separate knowledge of where the oxygen sits, how much charge it carries and where the balancing charge lies.

**How far the number can be trusted**

The sign condition is firm within the model. The value −1.22 eV is not, because b is a small difference. From b = s − (1 − f)D, at fixed s and D, a change of 0.05 in f moves Δφ by 0.71 eV. At fixed f and D, a change of 0.01 nm in s moves it by 0.51 eV. Lowering f from 0.80 to below 0.714 reverses the sign.

A second uncertainty lies in what the sheets represent. If they stand for the whole charge change, electronic response included, the dipole formula needs no correction. If they are read as rigid ions, the polarization of the anion must be added. The point-ion lattice gives a local field of −6.15 V/nm at the anion, pointing into the metal. It pushes the anion's electrons outward, which raises φ. With a rough polarizability volume of 0.002 nm³, and with the mutual weakening of the induced dipoles included, the shift is +0.40 eV. The fall shrinks from 1.22 to 0.82 eV but survives. This estimate leaves out any further screening by the metal.

The charge number matters as well: with the geometry and f fixed, Δφ is proportional to q, and q = 1.5 would give −1.84 eV. Uniform thermal expansion over 100 K, at a rough 26 × 10⁻⁶ per kelvin and with f and q fixed, shifts Δφ by about 3 meV. It says nothing about oxygen changing sites on heating, which could matter far more. The field between the anions and the outermost layer is 408 MV/cm, but it acts across 0.08 nm, inside a bond, where a breakdown criterion for a macroscopic insulator has no meaning.

One may also ask whether the anion plane forms a barrier through which electrons must tunnel. For thin sheets, the plane-averaged electron energy there is 2.04 eV above its bulk value; spreading the charge over a realistic width lowers this hump. The free-electron Fermi energy of the metal, with two electrons per atom, is 7.15 eV above the band bottom. In this averaged picture, the hump stays below the energy of an electron moving straight outward at the Fermi level, so it is no tunnelling barrier for that electron.

**Beside the real surface**

On Mg(0001) oxygen is reported to enter beneath the first metal layer at an early stage, and the work function to fall. The model gives a fall because f was chosen above f0, so the agreement in sign is no confirmation. A modest change in f would alter the size of the fall or turn it into a rise. The in-plane spacing of 0.32 nm is that of magnesium, and D = 0.280 nm is taken somewhat wider than the clean layer spacing of about 0.26 nm, to make room for the oxygen. The height h = 0.020 nm, q = 1 and f = 0.80 are effective values that no simple measurement supplies. A real surface also breaks the assumption of rigid charges divided in a fixed way between two layers. The shifts of 0.40 and 0.71 eV found above show what that can cost. Real oxygen may also gather in islands, so that N, q and f vary from place to place. A Kelvin probe then gives an average over the patches. The onset of electron emission is set mainly by the patches of low work function if they are large and a collecting field is strong enough to overcome the field between patches. Without such a field, electrons from a low patch must still climb to the average level outside.

With thicker oxide the model reaches its end. Once several layers of oxide have formed, the surface seen from vacuum is that of the oxide, and its work function depends on the dipole at the oxide's outer face, on the band alignment at the buried interface and on charge within the film. Two metal layers and one anion sheet no longer describe it.

For the first stage of oxidation, the question to ask of a measured Δφ is where the centroid of the negative charge lies relative to that of the positive charge. Oxygen's appetite for electrons doesn't answer it. The numerical output below lists the inputs and the main results.

Calculated quantities

```
INPUTS (round model values, regime of O on Mg(0001))
metal spacing in the layer            0.32 nm
layer spacing of clean metal          0.26 nm
oxygen coverage                       0.25 monolayer
anion charge number q                 1.0
height h of outside anion             0.020 nm
depth s of buried anion               0.080 nm
depth D of second metal layer         0.280 nm
outer-layer share f                   0.80
clean work function (rough)           3.7 eV
RESULTS
constant e/eps0                       18.095 V nm
metal atoms per area                  11.28 nm^-2
oxygen per area N                     2.819 nm^-2
anion sheet charge, magnitude         45.2 uC/cm2
e N q/eps0                            51.01 V/nm
buried dipole arm b                   0.0240 nm
dipole per buried oxygen              1.15 debye
dphi, outside: formula                +1.020 eV
dphi, outside: Poisson integration    +1.020 eV
dphi, buried: formula                 -1.224 eV
dphi, buried: Poisson integration     -1.224 eV
dphi, buried: point-ion lattice       -1.222 eV
work function, all outside            4.72 eV
work function, all buried             2.48 eV
ideal-conductor share: formula        0.7143
ideal-conductor share: finite diff.   0.7143
|dphi| at that share                  0.000 eV
random geometries: falls, rises       70, 130
crossover buried fraction: formula    0.4545
crossover buried fraction: root       0.4545
dphi at buried fraction 0.00          +1.020 eV
dphi at buried fraction 0.25          +0.459 eV
dphi at buried fraction 0.50          -0.102 eV
dphi at buried fraction 0.75          -0.663 eV
dphi at buried fraction 1.00          -1.224 eV
LIMITS OF THE MODEL
change of dphi for 0.05 in f          0.71 eV
change of dphi for 0.01 nm in s       0.51 eV
anion polarizability volume (rough)   0.0020 nm^3
local field at anion, outward         -6.15 V/nm
shift by rigid-ion polarization       +0.40 eV
dphi, buried, with that shift         -0.82 eV
potential ripple 0.3 nm outside       0.2651 V
potential ripple 0.6 nm outside       0.00656 V
thermal expansion (rough)             26 1e-6/K
shift of dphi on heating by 100 K     +3.2 meV
field between anion and outer layer   408 MV/cm
electron-energy hump at anion plane   2.04 eV
free-electron Fermi energy            7.15 eV
```
